# Thermal phase correlation time of a low-barrier easy-plane magnet

A random-bit generator built on an easy-plane nanomagnet must wait between readings at least until the magnetization has lost its in-plane direction. Two simple estimates of that time are wrong when damping is weak. If the phase is taken to diffuse, a nickel disk 20 nm wide and 2 nm thick at 300 K seems to forget its direction in 11 ps. If the damping time is used instead, the answer is 407 ps. For the parameters below, the phase correlation falls to $1/e$ in about 100 ps. A designer using the first number reads strongly correlated bits; one using the second expects the wrong dependence on damping. Damping matters more for a stricter requirement, the independence of a whole sequence of bits, which is treated near the end.

The in-plane direction is lost because each member of the thermal ensemble has its own out-of-plane angular momentum, and therefore its own rate of rotation. When damping is weak enough, this spread of rates scrambles the phase before any single rate has changed.

## Model and sign conventions

The magnet is uniformly magnetized, with volume $V$, magnetization $M_s$ and unit vector $\mathbf m$ along the moment. Its energy is

$$E=KVm_z^2,\qquad K>0,$$

so the plane $m_z=0$ is easy. In-plane anisotropy and applied fields are omitted here and sized later. Define

$$\Delta=\frac{KV}{k_BT},\qquad B_K=\frac{2K}{M_s},\qquad \omega_K=\gamma B_K,$$

with $\gamma>0$. Here $\Delta$ measures the cost of leaving the plane, not a barrier within it; a low-barrier magnet can have $\Delta\gg1$, which is assumed.

The Landau-Lifshitz-Gilbert equation is

$$\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\dot{\mathbf m},\qquad
\mathbf B=-\frac{1}{M_sV}\frac{\partial E}{\partial\mathbf m}=-B_Km_z\hat{\mathbf z}.$$

First set $\alpha=0$. Since $\mathbf m\times\hat{\mathbf z}=(m_y,-m_x,0)$,

$$\dot m_x=\omega_Km_zm_y,\qquad \dot m_y=-\omega_Km_zm_x,\qquad \dot m_z=0.$$

The azimuth $\phi$ therefore obeys

$$\dot\phi=\frac{m_x\dot m_y-m_y\dot m_x}{m_x^2+m_y^2}=-\omega_Km_z.$$

The electron's moment is opposite to its angular momentum, so the out-of-plane angular momentum is

$$L=-\frac{M_sV}{\gamma}m_z.$$

Eliminating $m_z$ removes the minus sign:

$$\dot\phi=\frac{\gamma\omega_K}{M_sV}L=\frac LI,\qquad
I=\frac{M_sV}{\gamma\omega_K}=\frac{M_s^2V}{2K\gamma^2}.$$

The energy becomes

$$E=KV\left(\frac{\gamma L}{M_sV}\right)^2=\frac{K\gamma^2}{M_s^2V}L^2=\frac{L^2}{2I}.$$

The magnet is a planar rotor. Its inertia is not mechanical: it expresses the energy cost of the tilt that accompanies rotation. A stiffer easy plane gives a smaller inertia and faster thermal rotation.

## Thermal angular momentum

The area element on the unit sphere is $d\phi\,dm_z$, so equilibrium makes $\phi$ uniform and gives $m_z$ the weight $e^{-\Delta m_z^2}$. Let $N=\int_{-1}^{1}e^{-\Delta z^2}dz$. Integration by parts gives

$$\langle m_z^2\rangle=\frac1N\int_{-1}^{1}z\left(ze^{-\Delta z^2}\right)dz
=\frac1{2\Delta}-\frac{e^{-\Delta}}{\Delta N}.$$

The boundary term is exponentially small for $\Delta\gg1$. Dropping it,

$$\langle L^2\rangle=\left(\frac{M_sV}{\gamma}\right)^2\frac{k_BT}{2KV}
=\frac{M_s^2V}{2K\gamma^2}k_BT=Ik_BT.$$

This is equipartition for the rotor. The rotation rate $\omega=L/I$ has zero mean and standard deviation

$$\sigma=\sqrt{\frac{k_BT}{I}}=\frac{\omega_K}{\sqrt{2\Delta}}.$$

## Phase correlation at weak damping

While $L$ is frozen, $\phi(t)-\phi(0)=\omega t$. The correlation is

$$C(t)=\langle\cos[\phi(t)-\phi(0)]\rangle=\int p(\omega)\cos(\omega t)\,d\omega,$$

where $p$ is a Gaussian of variance $\sigma^2$; extending its limits to infinity again costs an exponentially small error. A Gaussian satisfies $\omega p=-\sigma^2p'$. Differentiating $C$, using this identity and integrating by parts,

$$\dot C=-\int\omega p\sin(\omega t)\,d\omega
=\sigma^2\int p'\sin(\omega t)\,d\omega=-\sigma^2tC.$$

With $C(0)=1$,

$$C(t)=e^{-\sigma^2t^2/2}.$$

The decay is Gaussian, so a single "correlation time" needs a definition. The $1/e$ time and the integral of $C$ over positive times are

$$\tau_e=\frac{\sqrt2}{\sigma}=\frac{2\sqrt\Delta}{\omega_K},\qquad
\tau_{\rm int}=\sqrt{\frac\pi2}\,\frac1\sigma=\frac{\sqrt{\pi\Delta}}{\omega_K}.$$

Neither contains $\alpha$. Damping is needed to establish thermal equilibrium, but in this limit it does not set how fast the equilibrium ensemble loses phase.

## What weak damping means

To restore damping, cross the equation of motion with $\mathbf m$. Because $\mathbf m\cdot\dot{\mathbf m}=0$, we have $\mathbf m\times(\mathbf m\times\dot{\mathbf m})=-\dot{\mathbf m}$, hence

$$\mathbf m\times\dot{\mathbf m}=-\gamma\,\mathbf m\times(\mathbf m\times\mathbf B)-\alpha\dot{\mathbf m}.$$

Substitution into the original equation gives

$$\dot{\mathbf m}=-\frac{\gamma}{1+\alpha^2}\left[\mathbf m\times\mathbf B+\alpha\,\mathbf m\times(\mathbf m\times\mathbf B)\right].$$

The factor $1+\alpha^2$ slows all rates equally. It is set to one below, except in the table, where $\gamma$ is replaced by $\gamma/(1+\alpha^2)$. Using $\mathbf m\times(\mathbf m\times\mathbf B)=\mathbf m(\mathbf m\cdot\mathbf B)-\mathbf B$, the $z$ component is

$$\dot m_z=-\Gamma m_z(1-m_z^2)+\text{noise},\qquad\Gamma=\alpha\omega_K.$$

For $\Delta\gg1$ the cubic term is small. Multiplying the linear equation by the initial value and averaging removes the later noise, which is independent of that value. Thus

$$\langle L(t)L(0)\rangle=Ik_BTe^{-\Gamma t}.$$

Freezing $L$ requires $\Gamma\ll\sigma$, or

$$\varepsilon=\frac\Gamma\sigma=\alpha\sqrt{2\Delta}\ll1.$$

The condition $\alpha\ll1$ is not sufficient: a strongly confined magnet rotates slowly compared with $\omega_K$ and gives damping more time to act.

The phase change is now $\int_0^t\omega(s)\,ds$. In the linear model it is Gaussian, with variance

$$v(t)=2\sigma^2\int_0^t(t-u)e^{-\Gamma u}du
=\frac{2}{\varepsilon^2}\left(\Gamma t-1+e^{-\Gamma t}\right).$$

The factor $t-u$ counts pairs of times separated by $u$, and the factor 2 counts both orders. The average cosine of a zero-mean Gaussian angle is $e^{-v/2}$, by the same calculation as above, so

$$C(t)=\exp\left[-\frac{\Gamma t-1+e^{-\Gamma t}}{\varepsilon^2}\right].$$

The thermal field also kicks the phase directly. It is isotropic, so it gives $m_z$ and, near the plane, $\phi$ the same diffusion constant $D$. Stationarity of the linear $m_z$ equation requires $D=\Gamma\langle m_z^2\rangle=\alpha\omega_K/(2\Delta)$. This adds $-Dt$ to $\ln C$. At $t=\tau_e$ its size is $\varepsilon/(\sqrt2\,\Delta)$, so it is dropped with the other corrections of order $1/\Delta$.

**Small $\varepsilon$.** Expanding the exponential to third order gives

$$\ln C\simeq-\frac{\sigma^2t^2}{2}\left(1-\frac{\Gamma t}{3}\right).$$

Put $t=(\sqrt2/\sigma)(1+\delta)$ and set $\ln C=-1$. To first order, $2\delta-\sqrt2\,\varepsilon/3=0$, so

$$\tau_e\simeq\frac{\sqrt2}{\sigma}\left(1+\frac{\sqrt2}{6}\varepsilon\right).$$

For the integral time, expand the small part of the exponent and use $\int_0^\infty t^3e^{-\sigma^2t^2/2}dt=2/\sigma^4$. The added time is $(\sigma^2\Gamma/6)(2/\sigma^4)=\varepsilon/(3\sigma)$, hence

$$\tau_{\rm int}\simeq\sqrt{\frac\pi2}\,\frac1\sigma\left(1+\frac13\sqrt{\frac2\pi}\,\varepsilon\right).$$

Damping lengthens both times because the rates at different moments are no longer fully correlated, so the phase variance grows more slowly than $\sigma^2t^2$.

**Large $\varepsilon$.** The decay occurs at $\Gamma t\gg1$, where $C\simeq e^{-\sigma^2t/\Gamma}$. The time is

$$\tau\simeq\frac\Gamma{\sigma^2}=\frac{2\Delta\alpha}{\omega_K}.$$

This is the diffusive estimate. Over this time the direct phase noise contributes $D\tau=\alpha^2$ to the exponent. Keeping it together with the factor $1+\alpha^2$, the decay rate is $\frac{\omega_K}{2\Delta(1+\alpha^2)}\left(\frac1\alpha+\alpha\right)=\frac{\omega_K}{2\Delta\alpha}$, so the result holds with the unreduced $\omega_K$ even when $\alpha$ is not small. Applying it at small $\varepsilon$ underestimates the time.

## Finite excursions from the plane

A device may sense a magnetization component rather than $\phi$. The normalized in-plane correlation carries the extra weight $1-m_z^2$. At zero damping, two derivatives of the Gaussian $C$ give

$$\langle m_z^2\cos\omega t\rangle=-\frac{\ddot C}{\omega_K^2}
=\frac{1-\sigma^2t^2}{2\Delta}C.$$

Subtracting this from $C$ and dividing by its initial value, $1-1/(2\Delta)$, yields

$$C_\perp(t)=C(t)\left[1+\frac{\sigma^2t^2}{2\Delta-1}\right].$$

At $\tau_e$ the bracket adds $2/(2\Delta-1)$ to $\ln C_\perp$ at first order. Dividing by the decay slope $\sqrt2\,\sigma$ gives a relative increase of $1/(2\Delta-1)$ in the $1/e$ time. The integral time grows by the same fraction, since $\int_0^\infty\sigma^2t^2C\,dt=\int_0^\infty C\,dt$.

## Shape anisotropy and a nickel disk

If the easy plane comes from shape alone,

$$K=\tfrac12\mu_0M_s^2(N_z-N_x),\qquad
\sigma=\gamma\sqrt{\frac{\mu_0(N_z-N_x)k_BT}{V}}.$$

The magnetization cancels from the leading weak-damping time: a larger $M_s$ stiffens the plane but also increases the angular momentum per unit tilt. It still enters $\Delta$ and $\varepsilon$.

For a disk of radius $R$ and thickness $h$, magnetization along the axis puts opposite charges on the two faces. Let $A(\rho)$ be the overlap area of two circles of radius $R$ displaced by $\rho$. Summing the Coulomb energy over pairs with lateral separation $\rho$, and equating it to $\frac12\mu_0M_s^2VN_z$, gives

$$N_z=\frac1V\int_0^{2R}A(\rho)\left[1-\frac{\rho}{\sqrt{\rho^2+h^2}}\right]d\rho.$$

The demagnetizing factors sum to one, so $N_x=(1-N_z)/2$. Numerical integration for $R=10$ nm and $h=2$ nm gives $N_z=0.797$ and $N_x=0.102$.

The magnetization of nickel is roughly 0.5 MA/m. The example sets $M_s=485$ kA/m, $g=2.2$ and $\alpha=0.03$; the third figure of $M_s$ is a choice of input, not a measured digit. With $\gamma=g\mu_B/\hbar=1.935\times10^{11}$ rad/(s T), $V=628$ nm³ and $T=300$ K,

$$K=103\ \text{kJ/m}^3,\quad B_K=0.424\ \text{T},\quad \omega_K=81.95\ \text{rad/ns},$$

$$\Delta=\frac{0.4028\ \text{eV}}{0.02585\ \text{eV}}=15.58,\qquad
\sigma=\frac{81.95}{\sqrt{31.16}}=14.68\ \text{rad/ns}.$$

The root-mean-square $L$ is about $2700\hbar$, and that of $m_z$ is 0.18. The weak-damping times are

$$\tau_e=\frac{1.414}{14.68\ \text{ns}^{-1}}=96\ \text{ps},\qquad
\tau_{\rm int}=85\ \text{ps}.$$

Here $\varepsilon=0.03\sqrt{31.16}=0.17$. First-order damping adds 3.9% to $\tau_e$, and the finite excursion adds $1/30.16=3.3\%$, giving 103 ps.

For the full sphere, let $u$ be the expected later value of $m_x+im_y$ for a given starting direction. It obeys the backward Fokker-Planck equation

$$\partial_tu=D\left[\nabla^2u-2\Delta m_z(1-m_z^2)\partial_{m_z}u\right]-\omega_Km_z\partial_\phi u.$$

Expand $u$ in spherical harmonics, multiply it by the starting value of $m_x-im_y$ and average over equilibrium starts. Dividing by the value at $t=0$ gives the in-plane correlation, whose $1/e$ time is in the last column below. The third column is the damped law for the phase. Disk and temperature are fixed.

| $\alpha$ | $\varepsilon$ | Phase law, $1/e$ (ps) | Full sphere, $1/e$ (ps) |
|---|---:|---:|---:|
| 0.003 | 0.017 | 97 | 100 |
| 0.01 | 0.056 | 98 | 101 |
| 0.03 | 0.17 | 100 | 103 |
| 0.1 | 0.56 | 112 | 113 |
| 0.3 | 1.7 | 168 | 155 |

A tenfold increase of damping from 0.003 to 0.03 changes the full result by 3%. In the last row the phase law is too long. Direct phase noise, which it omits, contributes $Dt\simeq0.12$ to the decay exponent there and shortens the time; other $1/\Delta$ corrections partly offset it.

Lowering $M_s$ by 20% at fixed dimensions, temperature and $\alpha=0.03$ changes the full-sphere time from 103 to 104 ps. This is the cancellation found above, with small corrections through $\Delta$ and $\varepsilon$.

## Reading successive bits

Loss of pair correlation does not make a sequence independent, because $L$ survives for roughly $1/\Gamma=407$ ps. Consider four phases read at equal intervals $t$. The two phase steps $a=\phi_1-\phi_0$ and $b=\phi_3-\phi_2$ share a remembered rotation rate. Expressing their covariance through variances of longer intervals gives

$$\langle(a-b)^2\rangle=v(t)+2v(2t)-v(3t),$$

$$\langle\cos(a-b)\rangle=e^{-\langle(a-b)^2\rangle/2}.$$

For the disk at $t=150$ ps, the damped phase law gives a pair correlation $C=0.12$. Independent steps would make the four-phase average $C^2=0.014$, but the formula gives 0.14. With frozen $L$ it would be one at any interval. A generator that needs independent successive bits must therefore wait longer than $\tau_e$. Setting $L$ to zero at each reading would not shorten the wait, because it removes the spread of rates that scrambles the phase.

How much longer depends on the damping and on the residual correlation allowed. Suppose the rate at one reading were known exactly. For $\Gamma t\ll1$, thermal noise adds variance $2\sigma^2\Gamma\,ds$ to the rate during each short time $ds$, and a kick at time $s$ shifts the phase at $t$ by $t-s$ times its size. The unpredictable part of the phase thus has variance

$$2\sigma^2\Gamma\int_0^t(t-s)^2ds=\frac23\sigma^2\Gamma t^3.$$

The remembered rate then predicts the next phase with coherence $e^{-\sigma^2\Gamma t^3/3}$, which is lost once $t$ is well above $(3/\sigma^2\Gamma)^{1/3}$, about 180 ps here. Since $\Gamma t$ is then 0.44, not very small, this figure is rough: in the full linear model the coherence falls to $1/e$ at about 200 ps. A small residual takes longer: for this disk the coherence reaches 0.01 at about 370 ps and 0.001 at about 435 ps, comparable with $1/\Gamma$ itself. Lower damping lengthens the wait even though it hardly changes $\tau_e$: the $1/e$ time is about 270 ps at $\alpha=0.01$ and 400 ps at $\alpha=0.003$. It approaches the $\alpha^{-1/3}$ law, and falls well below $1/\Gamma$, only when $\Gamma t\ll1$ holds over the whole wait.

## Departures in a real device

The nickel parameters are rough, and thin layers can differ from them. The disk illustrates the regime rather than a particular product. Of the neglected effects sized here, interface anisotropy changes the phase time most. An assumed 0.1 mJ/m², summed over both faces, changes $K$ by 50 kJ/m³. Since $\tau_e\propto K^{-1/2}$ at fixed $M_s$ and $V$, the weak-damping value moves from 96 ps to 134 ps if the interface favours the normal, or to 79 ps if it favours the plane. The first case halves $\Delta$ to about 8, so finite excursions matter more. Strain is not included in this comparison and can matter more in nickel. With a magnetoelastic constant of roughly 7 to 10 MJ/m³, a biaxial tensile strain of 0.5 to 0.7% in a (001) layer cancels the shape anisotropy and removes the easy plane, and a difference of 0.1% between the two in-plane strains gives a barrier of 1 to 1.5 $k_BT$. A design calculation should use the measured effective $K$ and the measured in-plane barrier. Contact with a heavy metal can raise damping; the table gives the consequence.

Small in-plane energies affect the phase and a sensed component differently. For a twofold energy $b\,k_BT\sin^2\phi$, rotating the axes by $90^\circ$ reverses the sign of $b$, apart from a constant energy. The phase correlation, averaged over all starting angles, cannot depend on that rotation, so its first-order change vanishes. The correlation of $m_x$ can change at first order, since the rotation exchanges $x$ and $y$.

To size this, a 2 nm difference between the disk's two diameters (21 and 19 nm) was assigned the in-plane demagnetizing factors of an ellipsoid with the same axes. Its barrier is $0.23k_BT$. Cubic anisotropy of about $-5$ kJ/m³ in a (001) layer gives $0.19k_BT$, and a 1 mT stray field has $M_sVB=0.07k_BT$. With $m_x$, the field and the long diameter along one cubic axis, undamped rotor trajectories from a Boltzmann ensemble give a combined increase of 0.9% in the phase time but 17% in the $m_x$ time. The rotor keeps only the in-plane part of these energies. Averaged over $\phi$, the cubic energy also lowers the effective $K$ by about 4 kJ/m³, which lengthens the phase time by a further 2% or so. The ellipsoid understates the effect of the unequal diameters: a flat elliptical cylinder with the same diameters has a barrier of about $0.3k_BT$. With that barrier, and with damping and out-of-plane motion included, the three energies together lengthen the $m_x$ time by about 30%, while the phase time still changes by only a few percent. A barrier comparable with $k_BT$ or higher traps a large part of the ensemble, and the free-rotor result then fails.

The uniform-moment assumption can be judged from the lowest non-uniform in-plane mode, with wavenumber $k=1.84/R$. Exchange alone gives it energy $Ak^2V\langle\delta\phi^2\rangle=k_BT/2$. For a rough stiffness $A=8$ pJ/m its angular variance is 0.012 rad². Since $k^2V=1.84^2\pi h$, this value does not depend on the radius at fixed thickness. The mode has a degenerate partner, and shorter waves add more: all in-plane modes with wavelengths above about 2 nm together give 0.08 rad², and modes that vary through the thickness add about 0.02 rad². The sum grows as the cutoff wavelength is lowered and exceeds $\langle m_z^2\rangle\approx0.03$, so the moment is uniform only as an approximation. The estimate omits magnetostatic energy, which can favour a non-uniform state in much wider disks. Quantization is negligible on the scale $\hbar\omega_K/(k_BT)=0.002$. Spin torque from a read current is absent from the model; it can bias $L$ and must be added if the current is not weak.
